Spin-Selective Crossing from ³E to ¹A₁ in the NV Centre

Q: When I excite an NV⁻ centre in diamond, the mₛ = ±1 spin states fluoresce less than mₛ = 0. I am told that transverse spin-orbit coupling sends one sublevel of the excited triplet ³E, called A₁, into the singlet ¹A₁. The label A₁ appears twice there. What are these states?

A: Start from the orbitals. The three carbon atoms and the nitrogen around the vacancy supply one active orbital a₁, symmetric about the NV axis z, and a degenerate pair eₓ, e_y. A deeper orbital stays full, which leaves four electrons in these three orbitals. The ground triplet ³A₂ and the singlet ¹A₁ belong mainly to a₁²e². Moving one electron from a₁ to e gives a₁e³, which contains ³E.

In ¹A₁ the label describes the orbital part of a state with total spin zero. In ³E the orbital part is of type E, and there are three spin projections, so there are six sublevels. Their labels describe how orbital and spin transform together under the point group C₃ᵥ. Once spin-orbit coupling acts, this joint symmetry decides which states can mix. A singlet has no spin to rotate, so ¹A₁ is also of type A₁ in the joint sense.

Q: What form can the spin-orbit coupling take in this centre?

A: For one electron, write it as h = Σₖ Lₖsₖ, where sₖ are the spin components (ħ = 1) and Lₖ are 3×3 matrices on the real orbitals. Time reversal flips the spin, so Lₖ must change sign under complex conjugation and is imaginary. An imaginary Hermitian matrix is antisymmetric. Three orbitals allow three such matrices, which can be taken as the angular momentum matrices lₓ, l_y, l_z of p orbitals, with (eₓ, e_y, a₁) in the roles of (pₓ, p_y, p_z). Hence

h = Σₖₘ Mₖₘ lₘ sₖ,

with nine real parameters. Both l and s transform as axial vectors. The threefold rotation forbids products of a z component with an x or y component, and leaves

lₓsₓ + l_ys_y, lₓs_y − l_ysₓ, l_zs_z.

The mirror y → −y reverses the x and z components of an axial vector and keeps its y component. The middle term is odd and drops out. Two constants remain:

h = λ⊥(lₓsₓ + l_ys_y) + λ_z l_zs_z.

The first term is the transverse part. I give λ⊥ and λ_z as frequencies, meaning energy divided by Planck's constant.

It helps to use orbitals of definite l_z,

e₊ = −(eₓ + i e_y)/√2, e₋ = (eₓ − i e_y)/√2,

with l_z e± = ±e± and l_z a₁ = 0. With l± = lₓ ± i l_y one has l± a₁ = √2 e±. Since lₓsₓ + l_ys_y = (l₊s₋ + l₋s₊)/2, the transverse part acts as

a₁↑ → (λ⊥/√2) e₊↓, a₁↓ → (λ⊥/√2) e₋↑,

and, by Hermiticity, with the same factor in reverse. It moves an electron between a₁ and e and flips its spin. The axial part does neither.

Q: How do the six sublevels of ³E get their labels?

A: Let M_L be the sum of the l_z values. A threefold rotation multiplies a state by exp[−2πi(M_L + mₛ)/3], so M_L + mₛ matters only modulo 3. For ³E, M_L = ±1, and there are three cases:

- M_L = −mₛ with mₛ = ±1: the sum is 0, so these two states are unchanged by the rotation.
- M_L = mₛ = ±1: the sum is ±2, equivalent to ∓1. This pair has type E and is called E₁,₂.
- mₛ = 0: the sum is ±1, again a pair of type E.

The mirror sorts the first two. Written as products of creation operators in a fixed order, they are

T₊ = a₁↑ e₋↑ e₊↑ e₋↓ (mₛ = +1, M_L = −1),
T₋ = a₁↓ e₊↓ e₋↓ e₊↑ (mₛ = −1, M_L = +1).

On spin, the mirror acts as a half-turn about y: ↑ → ↓ and ↓ → −↑. On orbitals it gives a₁ → a₁ and e± → −e∓. Applied to T₊, the factors become a₁↓, −e₊↓, −e₋↓ and e₊↑, whose product is T₋. In the same way T₋ → T₊. The symmetric and antisymmetric sublevels are therefore

|A₁⟩ = (T₊ + T₋)/√2, |A₂⟩ = (T₊ − T₋)/√2.

The axial term separates the groups in energy. In T₊ the electrons e₋↑, e₊↑, e₋↓ contribute −½, +½, +½ to Σ l_zs_z, a total of +½. The same count for the other states gives, to first order,

E = −λ_z M_L mₛ/2.

So A₁ and A₂ lie at +λ_z/2, mₛ = 0 at zero and E₁,₂ at −λ_z/2. Spin-spin interactions, left out here, shift these levels further.

Q: Which of them can be linked to ¹A₁?

A: Take any interaction H that respects C₃ᵥ, so that it commutes with the rotation R. Then

⟨f|H|i⟩ = ⟨f|R†HR|i⟩ = exp[2πi(m_f − m_i)/3] ⟨f|H|i⟩, with m = M_L + mₛ.

Unless m_f and m_i agree modulo 3, the phase differs from 1 and the element must vanish. The singlet has m = 0. This removes both mₛ = 0 states and both E₁,₂ states. The mirror leaves ¹A₁ unchanged but reverses A₂, so the element to A₂ equals its own negative and vanishes too. The A₁ sublevel remains.

The statement you were given is therefore right about mₛ = 0, but "mₛ = ±1 couples" would be too broad: of four such sublevels, one is linked. The argument did not use the form of H, so spin-spin interaction obeys it as well. So does any chain of symmetric interactions, because a product of operators that commute with R and the mirror also commutes with them. What it does assume is fixed nuclei in the symmetric arrangement and no external field that lowers the symmetry.

Q: Why must it be the transverse part that makes the link? Could the axial part do it?

A: Two separate counts settle this. The singlet consists of configurations with two or zero electrons in a₁, whereas ³E has one. The axial part does not change that number, so it cannot join them. The transverse part changes it by one.

The second count concerns spin. The transverse part contains s₊ and s₋, which change the total spin projection by ±1. Starting from a singlet, where the projection is 0, it reaches mₛ = ±1 and never mₛ = 0. This holds for every singlet of the centre, even one whose orbital symmetry would permit a link. For mₛ = 0, then, the link to ¹A₁ fails twice: the transverse part has the wrong spin change and the axial part the wrong orbital change.

Q: Can you show the surviving element explicitly? I would like to see A₂ drop out.

A: For pure a₁²e² the singlet is

g = a₁↑a₁↓(eₓ↑eₓ↓ + e_y↑e_y↓)/√2.

Insert eₓ = (e₋ − e₊)/√2 and e_y = i(e₊ + e₋)/√2. The products with equal l_z cancel between the two terms, and the others add:

g = −(1/√2) a₁↑a₁↓ (e₋↑e₊↓ + e₊↑e₋↓).

Now apply the transverse part. Since a₁ is full, electrons can only leave it.

Replacing a₁↓ by e₋↑ kills the first term, where e₋↑ is already occupied. The second becomes a₁↑e₋↑e₊↑e₋↓ = T₊.

Replacing a₁↑ by e₊↓ again kills the first term. The second becomes e₊↓a₁↓e₊↑e₋↓. Exchanging the first two operators gives one minus sign and exchanging the last two gives another, so this is a₁↓e₊↓e₋↓e₊↑ = T₋.

Each replacement carries λ⊥/√2, hence

Hg = −(λ⊥/√2)(1/√2)(T₊ + T₋) = −(λ⊥/√2)|A₁⟩.

The two spin-flip paths arrive with equal sign. They add in A₁ and cancel in A₂.

Q: Is ¹A₁ really a pure a₁²e² state?

A: No. Electron repulsion mixes in the configuration e⁴, which has the same symmetry:

d = eₓ↑eₓ↓e_y↑e_y↓ = e₋↑e₊↑e₋↓e₊↓.

Here electrons can only enter a₁. Replacing e₊↓ by a₁↑ gives e₋↑e₊↑e₋↓a₁↑. Moving a₁↑ to the front past three operators yields −T₊. Replacing e₋↑ by a₁↓ gives a₁↓e₊↑e₋↓e₊↓, which differs from T₋ by one exchange and is −T₋. Thus

Hd = −(λ⊥/√2)(T₊ + T₋) = −λ⊥|A₁⟩.

To find the mixture I use a model of the two missing electrons, or holes. A hole in a₁ costs 2.0 eV relative to one in e, and two holes on the same atom repel with U = 2.5 eV. Half the weight of a₁ is on nitrogen and half is shared by the carbons. On the three carbons eₓ is (2, −1, −1)/√6 and e_y is (0, 1, −1)/√2.

The hole pair of g has amplitude (eₓ² + e_y²)/√2 = √2/3 to sit on each carbon. That of d has amplitude 1/6 on each carbon and 1/2 on nitrogen. Summing products of amplitudes over the atoms gives

⟨g|H|g⟩ = 3(2/9)U = 1.667 eV,
⟨d|H|d⟩ = 2(2.0 eV) + (3/36 + 1/4)U = 4.833 eV,
⟨g|H|d⟩ = 3(√2/3)(1/6)U = 0.589 eV.

Filling a missing pair brings no sign, because pairs of creation operators commute, so the last element is positive. The lower state then has opposite signs:

|¹A₁⟩ = c_g g − c_d d, c_g = 0.984, c_d = 0.177,

at 1.561 eV. The link becomes

V = |⟨A₁|H|¹A₁⟩| = λ⊥ |c_g/√2 − c_d|.

For λ⊥ = 40 GHz, V falls from 28.3 GHz in the pure configuration to 20.7 GHz, and V² falls to 0.54 of its pure value. At c_d = 1/√3 the link would vanish although symmetry allows it. Symmetry guarantees the zeros; it does not guarantee a large allowed element.

Q: Is that link fast enough to compete with fluorescence?

A: It can be, if vibrations take up the energy. In this model two holes of parallel spin never share an atom, so repulsion does not shift the triplets: ³A₂ is at zero and ³E at 2.000 eV. The drop to ¹A₁ is 0.439 eV. I represent the lattice by one mode of ħω = 70 meV whose equilibrium position differs between the two electronic states. The initial vibrational ground state, expanded in the final oscillator's states, satisfies b|0′⟩ = α|0′⟩, where b lowers the final oscillator. Its coefficients obey √(n+1) cₙ₊₁ = α cₙ, so

|cₙ|² = e^(−S) Sⁿ/n!, S = |α|².

S is the Huang-Rhys factor, taken as 3.5. The drop corresponds to 6.28 quanta, which I round to n = 6, with weight 0.0771. Spreading each vibrational line over one spacing ħω gives a density F = 0.0771/(0.070 eV) = 1.10 eV⁻¹. With V = 85.8 µeV, the golden rule gives

Γ = (2π/ħ)V²F
= (9.55×10¹⁵ eV⁻¹ s⁻¹)(7.36×10⁻⁹ eV²)(1.10 eV⁻¹)
= 7.7×10⁷ s⁻¹,

or 77 µs⁻¹. A radiative lifetime of 12 ns means 83 µs⁻¹. From the A₁ sublevel a fraction 77/(77 + 83) = 0.48 crosses to the singlet. Those centres are shelved: until they return to the triplet ground state they cannot repeat the optical cycle. From mₛ = 0 the crossing to ¹A₁ is zero in this approximation, and the centre emits.

The rate is sensitive to the phonon count. With everything else fixed, five quanta would give 133 µs⁻¹ and seven would give 39 µs⁻¹, so it should be read as an order of magnitude.

Q: My experiment runs at room temperature, where I do not resolve A₁, A₂ and E₁,₂. Does the selectivity survive?

A: Yes, in diluted form. At 300 K the thermal energy is about 6250 GHz in frequency units, far above the 10 GHz fine structure. Suppose phonons move the centre between M_L = +1 and −1 quickly, without changing mₛ. A state with mₛ = +1 then spends half its time in T₊. Since T₊ is half A₁ and half A₂ in weight, its squared link is V²/2, and the time average is V²/4. The same holds for mₛ = −1. For mₛ = 0 both orbital states have zero link, so the average is still zero.

Heat also changes the vibrational overlap. Averaging the squared overlaps for a gain of six quanta over the thermal populations raises the weight from 0.0771 to 0.0808. The mₛ = ±1 rate is then

77.4 × (0.0808/0.0771)/4 = 20 µs⁻¹,

and the shelved fraction is 20/(20 + 83) = 0.20.

Q: What could open the path for mₛ = 0?

A: Something must break an assumption, or the target must be another singlet. I take the cases in turn.

Strain that splits the two orbitals of ³E by Δ mixes M_L = ±1 but keeps mₛ. For mₛ = +1 the two energies are ±λ_z/2 and the mixing element is Δ/2. The lower state, which had no link to ¹A₁ before, acquires the fraction

½[1 − λ_z/√(λ_z² + Δ²)]

of the squared link V²/2 carried by T₊. For λ_z = 10 GHz and Δ = 5 GHz this fraction is 0.053, a squared link of 0.026 V². Because this mixing keeps mₛ, it gives mₛ = 0 nothing by itself. In a real centre, spin-spin interaction also mixes mₛ = 0 with E₁,₂, and together with strain, or with orbital hopping at a finite rate, this opens a weak path.

A transverse magnetic field does mix spin projections. Let b be its Zeeman energy. The state with mₛ = 0 and M_L = −1 is joined to T₊ by b/√2 across an energy λ_z/2, so its admixture has magnitude √2 b/λ_z for b ≪ λ_z. Multiplying its square by V²/2 gives the relative squared link

(b/λ_z)².

At 10 mT, b = 0.28 GHz and the result is 8×10⁻⁴ of V². This is an estimate for low temperature, where the sublevels are resolved; the spin-spin shifts left out here act in opposite directions. A 1.4 GHz upward shift of mₛ = ±1 alone would lower the result to 0.6 of this value, but the splitting of about 3 GHz that puts A₁ below A₂ largely undoes this, and together they change it by less than 10%. At room temperature the orbital averaging removes the λ_z/2 splitting, and only a spin-spin splitting of about 1.4 GHz keeps mₛ = 0 apart. If the averaging is complete, the same field admixes mₛ = ±1 with a weight of about (0.28/1.4)² = 0.04, so the selectivity suffers much more. At a finite hopping rate the fluctuating λ_z term also relaxes the spin in this field, and this can outweigh the static admixture: in this model a centre prepared in mₛ = 0 is shelved with probability 0.015 for complete averaging but 0.06 for a hopping time of 1 ps, against 0.17 from mₛ = ±1.

A distortion that makes one carbon inequivalent lets the axial part act. It mixes ³E with ³A₂, and the axial part joins ³A₂, mₛ = 0, to ¹A₁: l_zs_z multiplies the two terms of g by −1 and +1, turning the singlet combination into the triplet one, with strength c_gλ_z = 9.8 GHz. The distortion also mixes the singlets. For a static shift of 50 meV in one carbon's site energy relative to the other two, I diagonalized all fifteen four-electron states without spin-orbit coupling and then took its matrix elements. The squared link per mₛ = 0 level is 5×10⁻⁶ of that per mₛ = ±1 level. This small value reflects a near cancellation: the mixing of ³E with ³A₂ alone would give 3×10⁻⁵, and the mixing of the singlets opposes it. It therefore depends strongly on the model. With a carbon share of a₁ of 0.3 or 0.7 instead of 0.5, it becomes 2×10⁻⁵ or 5×10⁻⁸. These values are for a raised electron energy on that carbon. The opposite sign gives 4×10⁻⁶ at a share of 0.5, and 10⁻⁹ at 0.7, where the cancellation is almost complete. A static distortion is also only a stand-in for moving nuclei.

Finally, symmetry does not protect mₛ = 0 from the lower singlet ¹E. That state is mostly a₁²e², but repulsion mixes in a₁e³ with amplitude 0.34. Within a₁e³ the axial part joins mₛ = 0 to the singlet with strength λ_z/2, because its value is +½ or −½ according to the spin of the a₁ electron, and this difference turns the triplet combination into the singlet one. The link is 0.34 × 5 GHz = 1.7 GHz. But ¹E lies at 0.532 eV, so 21 quanta must be created, and the one-mode rate is about 10⁻⁹ µs⁻¹. So far out in the tail, one harmonic mode cannot be trusted for the value; it does show why a permitted link need not produce a fast path.

Q: How close is all this to a real NV centre?

A: The optical gap near 2 eV, the fine-structure step of 5 GHz and the 12 ns lifetime are roughly those of the real centre. The observed step is, however, already reduced by Jahn-Teller motion within ³E, to roughly 0.3 to 0.4 of its fixed-nuclei value. The underlying λ_z is then about three times larger, so the axial links of 9.8 and 1.7 GHz above rest on too small a constant. The constant λ⊥ is less certain: it joins levels far apart in energy, so the first-order fine structure does not reveal it. At room temperature the mₛ = ±1 lifetime is roughly 8 ns, which implies an extra decay of about 40 µs⁻¹, twice the model's 20 µs⁻¹. Given the sensitivity to λ⊥ and the phonon count, that is fair agreement and no confirmation of the parameters.

The assumption that fails most visibly is that of fixed nuclei. In real centres at low temperature E₁,₂ also crosses, at a rate of the same order as A₁, because E-type vibrations mix the orbital states of ³E. This dynamic Jahn-Teller mixing keeps mₛ, so it passes part of the A₁ link to E₁,₂ without handing any to mₛ = 0. Real mₛ = 0 states show a weak crossing as well, and the static estimates above should not be taken as its size.

Numerical values quoted here were computed with a short program.
